# Thomson Displacement of the Hot Spot in a Phase-Change Line, part 1

(Sections cited here and not found follow in the second part.)

## First half: the displacement theorem

### Definitions and conventions

A straight line of phase-change material occupies $-a\le x\le a$. Its length is $L=2a$ and its cross-section $A$ is uniform. Temperature and electric potential vary along $x$ alone. Both ends are held at the same temperature $T_s$ by ideal heat sinks. A steady conventional current $I$ flows, with density $J=I/A$ counted positive along $+x$. SI units are used.

The material is homogeneous and solid throughout. It is described by four functions of the local temperature $T$:

- the resistivity $\rho(T)>0$;
- the thermal conductivity $\kappa(T)>0$, defined at zero current;
- the Seebeck coefficient $S(T)$;
- the heat $G(T)$ lost sideways to the surroundings, per unit volume and time, with $G(T_s)=0$.

The Thomson coefficient is

$$\mu(T)=T\,\frac{dS}{dT}.$$

A prime on a function of position means $d/dx$. The functions $\rho,\kappa,\mu,G$ are taken to be three times continuously differentiable on an open temperature interval that contains every temperature reached in the line.

Let $\varphi$ be the electrochemical potential of the carriers divided by their charge, which is the quantity whose differences a voltmeter reads. The transport laws are

$$-\varphi'=\rho J+S\,T',\qquad W=-\kappa T'+J\,(S\,T+\varphi). \tag{1}$$

The first is Ohm's law with the Seebeck voltage included. The second gives the energy flux $W$. Its terms are conducted heat, Peltier heat carried by the current with Peltier coefficient $ST$ (the Kelvin relation), and electrochemical energy carried by the current.

The hot spot is the position $x_m$ of the temperature maximum. Since the material is uniform, it is the place that first reaches the melting temperature when the current is raised slowly. The question is how far Thomson heat moves it, and in which direction for each polarity.

### Lemma 1 (heat balance)

*In the steady state,*

$$(\kappa T')'+\rho J^2-G-\mu J\,T'=0. \tag{2}$$

**Proof.** Charge conservation in one dimension gives $J'=0$. Energy conservation says that the flux $W$ decreases along the line by what is lost sideways, so $W'=-G$. Differentiating the second law in (1), with $S'=(dS/dT)\,T'$, gives

$$W'=-(\kappa T')'+J\,T\frac{dS}{dT}T'+J\,S\,T'+J\varphi'.$$

The first law in (1) gives $J\varphi'=-\rho J^2-J\,S\,T'$. The two terms $J\,S\,T'$ cancel, and

$$W'=-(\kappa T')'+\mu J\,T'-\rho J^2.$$

Setting this equal to $-G$ and changing all signs gives (2). ∎

The cancellation shows that $S$ itself does not heat the interior of a uniform line; its temperature dependence does. The Thomson term $-\mu JT'$ in (2) is a heat source per unit volume. For $\mu>0$ it is negative where the current flows towards higher temperature, and positive where the current flows towards lower temperature. A line that is hottest in the middle is therefore cooled on the upstream side and heated on the downstream side. This already indicates a displacement along the current for $\mu>0$. Its size depends on how the added heat is conducted away, which the theorem below works out.

### The transformed equation

The temperature dependence of $\kappa$ is removed from the leading term by the Kirchhoff variable

$$\theta(x)=\int_{T_s}^{T(x)}\kappa(\tau)\,d\tau,\qquad \theta'=\kappa T'. \tag{3}$$

Because $\kappa>0$, $\theta$ increases with $T$. Temperature is thus a function of $\theta$, and the two have their maxima at the same position. Define

$$F(\theta)=\rho J^2-G,\qquad m(\theta)=\frac{\mu}{\kappa},$$

with the right-hand sides evaluated at the temperature that belongs to $\theta$. A factor $\varepsilon$ is placed in front of the Thomson coefficient to organize the expansion; the physical line has $\varepsilon=1$. Equation (2) becomes

$$\theta''+F(\theta)=\varepsilon J\,m(\theta)\,\theta',\qquad \theta(-a)=\theta(a)=0. \tag{4}$$

The phrase "first order in current times Thomson coefficient" refers to the right-hand side of (4). The Joule heat $\rho J^2$ in $F$ also contains the current, but it is kept in full, since without it there would be no hot spot. Formally, $J$ is held fixed while $\varepsilon$ is varied.

### Assumptions on the undisturbed profile

Let $\theta_0(x)$ be a solution of (4) at $\varepsilon=0$, let $\bar T(x)$ be the corresponding temperature, and write

$$q(x)=\theta_0'(x)=\kappa\,\bar T'(x).$$

This is minus the conducted heat flux of the line with Joule heat and lateral loss but no Thomson heat. Two assumptions are made.

**(A)** The profile $\theta_0$ is even, with $q(x)<0$ for $0<x\le a$ and $F(\theta_0(0))>0$.

**(B)** The problem $\eta''+F'(\theta_0)\,\eta=0$ with $\eta(\pm a)=0$ has no solution except $\eta=0$. Here $F'=dF/d\theta$.

Assumption (A) describes a single central maximum at which Joule heat exceeds lateral loss. Since $\theta_0''=-F(\theta_0)$, it makes the curvature at the centre strictly negative. Assumption (B) says that the undisturbed state responds by a finite amount to a small disturbance.

A sufficient condition for (B) is $F'\le0$ along the profile. To see this, multiply the equation for $\eta$ by $\eta$ and integrate by parts. The boundary terms vanish, leaving

$$\int_{-a}^{a}\eta'^2\,dx=\int_{-a}^{a}F'(\theta_0)\,\eta^2\,dx\le0,$$

so $\eta$ is constant, and the end conditions make it zero. Since

$$F'=\frac{1}{\kappa}\left(J^2\frac{d\rho}{dT}-\frac{dG}{dT}\right),$$

the condition holds at given current when the resistivity does not rise with temperature and the lateral loss does not fall with it.

### Theorem

*Under (A) and (B), equation (4) has, for sufficiently small $|\varepsilon|$, one solution near $\theta_0$. It has a single maximum, at*

$$x_m=\varepsilon\,\delta+O(\varepsilon^3),\qquad 
\delta=J\int_0^a\frac{dx}{q(x)^2}\int_0^x\frac{\mu}{\kappa}\,q(s)^2\,ds, \tag{5}$$

*where $\mu/\kappa$ is evaluated at $\bar T(s)$. Reversing the current changes the sign of $x_m$ and leaves the peak temperature unchanged.*

The proof has three parts: existence of the disturbed solution, its symmetry, and its first-order shape.

### Lemma 2 (the disturbed solution)

*For small $|\varepsilon|$ there is one solution $\theta(x;\varepsilon)$ of (4) near $\theta_0$. Together with $\theta'$, it is three times continuously differentiable in $\varepsilon$.*

**Proof.** Start the differential equation in (4) at the left end with $\theta=0$ and slope $\theta'=p$. Its solution depends smoothly on $p$ and $\varepsilon$. At $\varepsilon=0$ and $p=q(-a)$ it is $\theta_0$, which meets the condition at the right end. The derivative of the solution with respect to $p$, taken there, is a function $\eta$ that satisfies $\eta''+F'(\theta_0)\eta=0$, $\eta(-a)=0$ and $\eta'(-a)=1$. If $\eta(a)$ were zero, $\eta$ would violate (B). Hence $\eta(a)\ne0$, and the implicit function theorem gives one smooth slope $p(\varepsilon)$ for which the right-end condition is met. ∎

### Lemma 3 (reversal of the current)

*The solution obeys $\theta(x;-\varepsilon)=\theta(-x;\varepsilon)$.*

**Proof.** Put $\chi(x)=\theta(-x;\varepsilon)$. Its second derivative at $x$ equals $\theta''$ at $-x$, while $\chi'(x)=-\theta'(-x;\varepsilon)$. Equation (4), read at $-x$, therefore becomes

$$\chi''+F(\chi)=-\varepsilon J\,m(\chi)\,\chi'.$$

So $\chi$ solves (4) with $\varepsilon$ replaced by $-\varepsilon$, and it satisfies the same end conditions. Since $\theta_0$ is even, $\chi$ lies near $\theta_0$. Lemma 2 leaves one such solution, so $\chi=\theta(x;-\varepsilon)$. ∎

The current enters $F$ through $J^2$ alone. Reversing $J$ is therefore the same as reversing $\varepsilon$, and the two polarities have mirror-image temperature profiles. Their peak temperatures agree, and their hot spots lie at opposite positions. As a function of $\varepsilon$, the peak temperature is even and $x_m$ is odd.

### Lemma 4 (first-order response)

*Let $\theta_1=\partial\theta/\partial\varepsilon$ at $\varepsilon=0$. Then $\theta_1$ is odd, and*

$$-\frac{\theta_1'(0)}{\theta_0''(0)}=\delta,$$

*with $\delta$ given by (5).*

**Proof.** Differentiating (4) with respect to $\varepsilon$ and setting $\varepsilon=0$ gives

$$\theta_1''+F'(\theta_0)\,\theta_1=J\,m(\theta_0)\,q,\qquad\theta_1(\pm a)=0. \tag{6}$$

Differentiating the relation of Lemma 3 in the same way gives $-\theta_1(x)=\theta_1(-x)$. So $\theta_1$ is odd and $\theta_1(0)=0$.

One solution of the homogeneous equation is already known. Differentiating $\theta_0''+F(\theta_0)=0$ with respect to $x$ gives

$$q''+F'(\theta_0)\,q=0. \tag{7}$$

This holds because the undisturbed equation does not contain $x$ explicitly, so that a shifted profile again satisfies it, apart from the end conditions. On $0<x\le a$, where $q\ne0$, write $\theta_1=q\,w$. The quotient rule gives

$$q^2w'=q\,\theta_1'-q'\theta_1.$$

Differentiate the right-hand side. The products $q'\theta_1'$ cancel, and (6) and (7) replace the second derivatives:

$$(q^2w')'=q\,\theta_1''-q''\theta_1
=q\left[J\,m\,q-F'\theta_1\right]+F'q\,\theta_1=J\,m\,q^2.$$

At $x=0$ both $q$ and $\theta_1$ vanish, so $q\theta_1'-q'\theta_1$ vanishes there. Integrating from the centre,

$$w'(x)=\frac{J}{q(x)^2}\int_0^x m\,q^2\,ds. \tag{8}$$

Near the centre $q$ is proportional to $x$, and the right-hand side behaves as $J\,m\,x/3$. It is therefore integrable. At the end, $\theta_1(a)=0$ and $q(a)\neq0$ give $w(a)=0$. As $x\to0$, both $\theta_1$ and $q$ vanish linearly, so

$$w(0)=\frac{\theta_1'(0)}{q'(0)}=\frac{\theta_1'(0)}{\theta_0''(0)}.$$

Consequently

$$-\frac{\theta_1'(0)}{\theta_0''(0)}=w(a)-w(0)=\int_0^a w'\,dx,$$

and inserting (8) gives (5). ∎

### Proof of the theorem

The maximum satisfies $\theta'(x_m;\varepsilon)=0$. At $\varepsilon=0$ the solution is $x_m=0$, and the derivative of this condition with respect to position is $\theta_0''(0)=-F(\theta_0(0))\neq0$. The implicit function theorem gives a smooth $x_m(\varepsilon)$. Differentiating the condition once,

$$\theta_0''(0)\,\frac{dx_m}{d\varepsilon}+\theta_1'(0)=0,$$

so $dx_m/d\varepsilon=\delta$ by Lemma 4. Away from the centre $|q|$ has a positive lower limit, so a sufficiently small disturbance creates no further point of zero slope. Because $x_m$ is odd in $\varepsilon$, it has no quadratic term, and the error is of third order. ∎

### Remarks

**Direction and separation.** Both integrals in (5) have positive weights. If $\mu>0$ at all temperatures in the line, the hot spot moves along the conventional current; if $\mu<0$, it moves against it. To first order the hot spots of the two polarities are $2|\delta|$ apart.

**A bound.** Suppose $F'\le0$ along the profile. Then $-q$, which is positive for $x>0$, satisfies $(-q)''=-F'\,(-q)\ge0$. It is convex and vanishes at the centre, so $|q(s)|\le (s/x)\,|q(x)|$ for $s\le x$. In (5) this gives

$$|\delta|\le |J|\max\left|\frac{\mu}{\kappa}\right|\int_0^a\frac{dx}{x^2}\int_0^x s^2\,ds=\frac{|J|a^2}{6}\max\left|\frac{\mu}{\kappa}\right|. \tag{9}$$

The maximum is taken over the temperatures of the undisturbed profile.

**Where the expansion breaks down.** An odd solution of the homogeneous equation is a multiple of $q$, and $q(a)\ne0$. A failure of (B) must therefore come from an even solution $\psi$. Between two zeros of $\psi$ on $0<x\le a$ there would have to be a zero of $q$, by Sturm's separation theorem. There is none, so $\psi$ has one sign inside the line. Now ask how the undisturbed profile responds to a change of $J^2$. Its derivative $\zeta=\partial\theta_0/\partial(J^2)$ would satisfy $\zeta''+F'\zeta=-\rho$ with zero end values. Multiplying by $\psi$ and integrating by parts twice gives $0=-\int\rho\,\psi\,dx$, which is impossible. The profile then has no finite response to current. A turning point at which thermal runaway sets in is a point of this kind, and the theorem does not apply there.

**What is left out.** Peltier heat is exchanged at the electrodes. Ideal sinks absorb it without a change of $T_s$; sinks with thermal resistance would need different end conditions. At a solid–liquid boundary $S$ may jump, and Peltier heat then appears inside the line. The theorem therefore describes the line at most up to the onset of melting, and only as far as no turning point is met before it. It does not give the final shape of a molten or amorphous region.

## Second half: explicit cases, range of validity and numbers

### Symbols and results carried over

The line occupies $-a\le x\le a$, has length $L=2a$ and cross-section $A$, and has both ends at $T_s$. The current density $J=I/A$ is positive along $+x$. The resistivity is $\rho$, the thermal conductivity $\kappa$, the Seebeck coefficient $S$, the Thomson coefficient $\mu=T\,dS/dT$ and the lateral heat loss per volume $G$. The steady heat balance is

$$(\kappa T')'+\rho J^2-G-\mu J\,T'=0. \tag{10}$$

The profile without the Thomson term is $\bar T(x)$, and $q=\kappa\bar T'$. To first order in the Thomson term, with Joule heat kept in full, the temperature maximum lies at

$$\delta=J\int_0^a\frac{dx}{q(x)^2}\int_0^x\frac{\mu}{\kappa}\,q(s)^2\,ds. \tag{11}$$

Reversing the current reverses the displacement and preserves the peak temperature.

### Corollary 1 (constant coefficients, no lateral loss)

*If $\rho,\kappa,\mu$ are constant and $G=0$, then*

$$\delta=\frac{\mu J L^2}{24\,\kappa}=\frac{\mu I L^2}{24\,\kappa A}. \tag{12}$$

**Proof.** Without the Thomson term, (10) reads $q'=-\rho J^2$. Since $q(0)=0$, this gives $q=-\rho J^2x$. The constant factor cancels in (11), and

$$\delta=\frac{\mu J}{\kappa}\int_0^a\frac{1}{x^2}\,\frac{x^3}{3}\,dx
=\frac{\mu J}{\kappa}\,\frac{a^2}{6}.$$

With $a=L/2$ this is (12). ∎

The resistivity has dropped out. More Joule heat steepens the gradient on which Thomson heat acts, but it also sharpens the maximum that has to be moved, in the same proportion. At given current density, the undisturbed peak rise

$$\Delta T=\frac{\rho J^2a^2}{2\kappa} \tag{13}$$

does depend on resistivity.

To first order in the Thomson term, the hot spot moves by the displacement (11), along the current for positive $\mu$ and against it for negative $\mu$, and for constant coefficients without lateral loss this reduces to (12). What remains is to find which part of the line matters most, how far the first-order result can be trusted, how lateral loss and voltage enter, and what the numbers are in a worked example.
